# Chirality and Helicity of a Massive Dirac Particle

**Q.** I call an electron right-handed when its spin points along its momentum. I take that to mean its left-chiral component is zero, so an interaction acting only on that component cannot touch it. Is anything wrong with that?

**A.** You are using one word for two operators. Let us define both and see whether a state can have a sharp value of each.

Take a free particle of mass $m>0$ and momentum $\mathbf p\neq0$, with $p=|\mathbf p|$. Its Hamiltonian is
$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2 .$$
The four matrices $\alpha_1,\alpha_2,\alpha_3,\beta$ are Hermitian, square to 1 and anticommute with one another. The spin matrices are $\Sigma_3=-i\alpha_1\alpha_2$ and its cyclic partners, which obey the Pauli algebra. Helicity is
$$h=\boldsymbol\Sigma\cdot\mathbf p/p,\qquad h^2=1 .$$
Chirality is $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, with $\gamma^0=\beta$ and $\gamma^i=\beta\alpha_i$. Using $\beta^2=1$ and $\beta\alpha_2\beta=-\alpha_2$,
$$\gamma_5=i\,\alpha_1(\beta\alpha_2\beta)\alpha_3=-i\alpha_1\alpha_2\alpha_3 .$$
Right-chiral means $\gamma_5=+1$, left-chiral $\gamma_5=-1$. Helicity refers to the momentum; chirality does not.

**Q.** How are they related, then?

**A.** Through the Hamiltonian. Multiply $\gamma_5$ by $\Sigma_3$, moving $\alpha_3$ past two matrices, which costs no net sign:
$$\gamma_5\Sigma_3=-\alpha_1\alpha_2\alpha_3\alpha_1\alpha_2=-(\alpha_1\alpha_2\alpha_1\alpha_2)\alpha_3=\alpha_3 ,$$
because $\alpha_1\alpha_2\alpha_1\alpha_2=-1$. The other components follow cyclically, so $\boldsymbol\alpha=\gamma_5\boldsymbol\Sigma$ and
$$H=c\,\gamma_5\,\boldsymbol\Sigma\cdot\mathbf p+\beta mc^2 .$$

Counting signs gives the remaining rules. Each $\alpha_i$ anticommutes with two factors of $\gamma_5$ and commutes with the third, so $\gamma_5$ commutes with $\boldsymbol\alpha$ and hence with $\boldsymbol\Sigma$. But $\beta$ anticommutes with all three factors, so $\beta\gamma_5=-\gamma_5\beta$. Also $\gamma_5^2=-(\alpha_1\alpha_2\alpha_1\alpha_2)\alpha_3^2=1$. Therefore
$$H\gamma_5=c\,\boldsymbol\Sigma\cdot\mathbf p+mc^2\beta\gamma_5,\qquad
\gamma_5H=c\,\boldsymbol\Sigma\cdot\mathbf p-mc^2\beta\gamma_5 .$$
The sum and difference are
$$H\gamma_5+\gamma_5H=2c\,\boldsymbol\Sigma\cdot\mathbf p,\qquad
H\gamma_5-\gamma_5H=2mc^2\beta\gamma_5 .$$

**Q.** The difference is not zero, so an energy eigenstate need not have definite chirality. How much left-chiral component does my electron have?

**A.** Use the sum. Let $u$ be normalized, with $Hu=Eu$, $E=+\sqrt{p^2c^2+m^2c^4}$, and $hu=\lambda u$, $\lambda=\pm1$. Taking the mean of both sides,
$$2E\langle\gamma_5\rangle=2cp\lambda .$$
Since the speed is $v=pc^2/E$, this says $\langle\gamma_5\rangle=\lambda v/c$. The left projector is $(1-\gamma_5)/2$, so
$$P_L=\frac12\left(1-\lambda\frac vc\right).$$
Your state has $\lambda=+1$ and $P_L=(1-v/c)/2$, which is not zero for any massive particle. An interaction acting through the left-chiral component is therefore not excluded by positive helicity alone.

**Q.** Could you put numbers to that?

**A.** Take an electron with kinetic energy 1 MeV. Its rest energy is 0.510999 MeV, so $E=1.510999$ MeV and $pc=1.421970$ MeV. Then
$$\frac vc=\frac{1.421970}{1.510999}=0.94108,\qquad P_L=\frac{1-0.94108}{2}=0.0295 .$$
At 0.01 MeV, $v/c=0.195$ and $P_L=0.403$. As $v\to0$, $P_L\to1/2$: an electron of definite helicity approaches an equal-weight superposition of the two chiralities.

At high energy, rewrite the small difference using $E^2-p^2c^2=m^2c^4$:
$$P_L=\frac{E-pc}{2E}=\frac{m^2c^4}{2E(E+pc)}\approx\left(\frac{mc^2}{2E}\right)^2 .$$
At 10 MeV kinetic energy the estimate is $5.909\times10^{-4}$ and the full result $5.912\times10^{-4}$. Your identification improves with energy, but for $m>0$ it remains an approximation.

**Q.** And for a massless particle?

**A.** Then $H=cp\,\gamma_5h$. For positive energy $E=cp$, so $\gamma_5h=1$ and $\gamma_5=h$: your identification holds. For negative energy $\gamma_5=-h$, so the link between field chirality and helicity needs separate care for antiparticles. I shall keep to particles.

**Q.** Back to $m>0$. If $\gamma_5$ does not commute with $H$, does my electron flip between right and left as it flies?

**A.** No. It is in an energy eigenstate, so all its probabilities are constant. To see oscillation, start instead from a normalized spinor $R$ with $\gamma_5R=R$ and $hR=R$. On it,
$$HR=pc\,R+mc^2\,\beta R .$$
The spinor $\beta R$ is left-chiral, since $\gamma_5\beta R=-\beta\gamma_5R=-\beta R$. It is normalized and orthogonal to $R$. Because $H^2=E^2$, the exponential series gives
$$e^{-iHt/\hbar}R=\cos\frac{Et}{\hbar}\,R-\frac{i}{E}\sin\frac{Et}{\hbar}\,HR .$$
The coefficient of $\beta R$ is $-i(mc^2/E)\sin(Et/\hbar)$, so
$$P_L(t)=\left(\frac{mc^2}{E}\right)^2\sin^2\frac{Et}{\hbar}.$$
At the momentum of the 1 MeV electron, the maximum is $(0.510999/1.510999)^2=0.114$, and the period $\pi\hbar/E$ is $1.37\times10^{-21}$ s.

Helicity stays at $+1$ throughout. Both $\gamma_5$ and $\beta$ commute with $\boldsymbol\Sigma\cdot\mathbf p$ (moving $\beta$ past the two $\alpha$'s in each $\Sigma_i$ gives two minus signs), so $[H,h]=0$.

**Q.** That looks like a flipping electron after all. What is different about $R$?

**A.** It contains negative-energy solutions. The positive-energy projector is $\Lambda_+=(1+H/E)/2$, and orthogonality of $R$ and $\beta R$ gives
$$R^\dagger\Lambda_+R=\frac12\left(1+\frac{pc}{E}\right)=\frac12\left(1+\frac vc\right).$$
In our example the positive-energy weight is 0.9705 and the negative-energy weight 0.0295. So $R$ is not the state of one electron, and the oscillation is interference between the two signs of energy.

For positive energies alone, put $\Lambda_+$ on both sides of the anticommutator. With $H\Lambda_+=\Lambda_+H=E\Lambda_+$,
$$2E\,\Lambda_+\gamma_5\Lambda_+=2c\,\boldsymbol\Sigma\cdot\mathbf p\,\Lambda_+,
\qquad\text{so}\qquad
\Lambda_+\gamma_5\Lambda_+=\frac vc\,h\,\Lambda_+ .$$
The right side commutes with $H$. Since $\gamma_5$ does not mix different momenta, its mean is constant in any free positive-energy wave packet. "Chirality is not conserved" is a statement about the operator: $[H,\gamma_5]\neq0$.

**Q.** Is helicity conserved when forces act?

**A.** Not in general. A potential energy $V(\mathbf r)$ connects momenta $\mathbf p$ and $\mathbf p'$ through a number $V_{\mathbf p'\mathbf p}$ times the unit matrix, while $h$ is diagonal in momentum. Hence $\langle\mathbf p'|[V,h]|\mathbf p\rangle=V_{\mathbf p'\mathbf p}\,\boldsymbol\Sigma\cdot(\mathbf p/p-\mathbf p'/p')$, which is nonzero whenever $V$ connects momenta of different directions. That is a statement about the operator, and it contains no mass. For an actual flip, take positive-energy spinors $u$ of momentum $\mathbf p$ and helicity $+1$, and $u'$ of momentum $\mathbf p'$ and helicity $-1$, with $p'=p$ and angle $\theta$ between the momenta. To first order the flip amplitude is proportional to $V_{\mathbf p'\mathbf p}\,u'^\dagger u$. The spin parts overlap by $\sin(\theta/2)$ in magnitude. The right and left weights are $(1\pm v/c)/2$ in $u$ and are exchanged in $u'$. For $m>0$, the left-chiral part of the energy equation gives $u_L=mc^2\beta u_R/(E+\lambda cp)$. The factor is positive for either helicity, so the overlap of the left parts has the same phase as that of the right parts, and the two add. The chiral parts therefore overlap by $2\sqrt{(1+v/c)(1-v/c)/4}=mc^2/E$. Thus $|u'^\dagger u|^2=(mc^2/E)^2\sin^2(\theta/2)$: nonzero for $m>0$ and $\theta\neq0$, small at high energy, and zero for $m=0$. The exact conservation law shown here is for free motion.

**Q.** Then helicity sounds like the better label. Why keep chirality?

**A.** Ask what another observer sees. Let the observer move with velocity $w\mathbf n$, where $\mathbf n$ is a unit vector and $0<w<c$. Write $\alpha_n=\boldsymbol\alpha\cdot\mathbf n$ and $\tanh\eta=w/c$. The transformed spinor is $u'=Su$ with
$$S=e^{-\eta\alpha_n/2},\qquad S^{\pm2}=\cosh\eta\mp\alpha_n\sinh\eta .$$
To verify this, multiply the Dirac equation by $S^{-1}$ and insert $S^{-1}S$ before $u$:
$$S^{-1}(E-c\,\boldsymbol\alpha\cdot\mathbf p-\beta mc^2)S^{-1}\,u'=0 .$$
Matrices that anticommute with $\alpha_n$, namely $\beta$ and the transverse $\alpha$'s, turn $S^{-1}$ into $S$ when moved past it, so their terms are unchanged. The rest becomes
$$(E-cp_n\alpha_n)S^{-2}=(E\cosh\eta-cp_n\sinh\eta)-\alpha_n(cp_n\cosh\eta-E\sinh\eta),$$
which is $E'-cp_n'\alpha_n$ with the Lorentz-transformed energy and momentum.

Now $\gamma_5$ commutes with $\alpha_n$, hence with $S$. It also commutes with rotations, which are exponentials of $\boldsymbol\Sigma$. If $\gamma_5u=-u$, then $\gamma_5Su=S\gamma_5u=-Su$: a purely left-chiral spinor is left-chiral for every observer related by boosts and rotations. That is the sense in which chirality is invariant.

**Q.** And my positive-helicity electron, if the observer overtakes it?

**A.** Take $\mathbf n$ along $\mathbf p$. Then $\alpha_n=\gamma_5\boldsymbol\Sigma\cdot\mathbf n$ commutes with $\boldsymbol\Sigma\cdot\mathbf n$, so the spin still points along $\mathbf n$. The electron's signed velocity becomes
$$v'=\frac{c^2p_n'}{E'}=\frac{v-w}{1-vw/c^2}.$$
For $w>v$ the momentum is reversed and the spin is not, so the helicity is $-1$. With $\lambda'=-1$ and speed $|v'|=-v'$,
$$P_L'=\frac12\left(1+\frac{|v'|}{c}\right)=\frac12\left(1-\frac{v'}{c}\right).$$
The last form also holds for $w<v$. At $w=v$ the electron is at rest, its helicity is undefined and $P_L'=1/2$.

For the 1 MeV electron and $w=0.98c$,
$$\frac{v'}{c}=\frac{0.941079-0.98}{1-0.941079\times0.98}=-0.501,\qquad P_L'=\frac{1+0.501}{2}=0.750 .$$

**Q.** But $P_L$ went from 0.03 to 0.75. You just told me chirality was invariant!

**A.** The left and right subspaces are invariant; their shares of a spinor containing both are not. On this state $\boldsymbol\Sigma\cdot\mathbf n=1$, so $\alpha_n$ acts as $\gamma_5$. The boost multiplies the right part by $e^{-\eta/2}$ and the left part by $e^{+\eta/2}$. Neither part turns into the other, but the ratio $P_L/P_R$, with $P_R=1-P_L$, grows by $e^{2\eta}=(1+w/c)/(1-w/c)=99$. Here it goes from $0.02946/0.97054=0.0304$ to about 3.0, which is $P_L'=0.75$.

**Q.** Does helicity change only when the observer overtakes the particle?

**A.** No. Let $\mathbf n$ be perpendicular to $\mathbf p$. Two means vanish in the original state. First, $H\alpha_n+\alpha_nH=2cp_n=0$, so $2E\langle\alpha_n\rangle=0$. Second, $\Sigma_n=\boldsymbol\Sigma\cdot\mathbf n$ anticommutes with $h$, and $hu=u$, so $\langle\Sigma_n\rangle=\langle h\Sigma_n\rangle=-\langle\Sigma_nh\rangle=-\langle\Sigma_n\rangle=0$. With $\gamma_5\alpha_n=\Sigma_n$,
$$\langle\gamma_5\rangle'=\frac{u^\dagger\gamma_5S^2u}{u^\dagger S^2u}
=\frac{\cosh\eta\,\langle\gamma_5\rangle-\sinh\eta\,\langle\Sigma_n\rangle}{\cosh\eta-\sinh\eta\,\langle\alpha_n\rangle}=\frac vc .$$
This observer finds the same $P_L$. But the energy is now $E\cosh\eta$, so the speed $v'$ is greater than $v$. The positive-energy relation gives $\langle\gamma_5\rangle'=(v'/c)\langle h\rangle'$, hence
$$\langle h\rangle'=\frac v{v'}<1 .$$
For $w=0.98c$ the new speed is $0.99773c$, and $\langle h\rangle'=0.94108/0.99773=0.943$. The probability of negative helicity is $(1-0.943)/2=0.028$. A sharp helicity has become a superposition of both helicities.

**Q.** And with no mass, neither observer could do this?

**A.** Right. No observer overtakes a particle moving at $c$, and for the sideways observer $v=v'=c$ gives $\langle h\rangle'=1$. With mass, your electron's positive helicity is a fact about its spin and momentum in one frame, and it persists in free flight. The weight of its left-chiral component is a separate matter, fixed in that frame by its helicity and speed together. The program whose output follows checks the free-particle relations numerically.

## Computed values

```
electron rest energy = 0.510999 MeV
positive-helicity electron, P_L = left-chiral probability
kinetic/MeV   v/c         P_L          (mc^2/2E)^2
    0.01   0.19498561   4.02507e-01   2.40495e-01
    0.10   0.54822086   2.25890e-01   1.74863e-01
    1.00   0.94107923   2.94604e-02   2.85925e-02
   10.00   0.99881756   5.91220e-04   5.90870e-04
  100.00   0.99998708   6.46183e-06   6.46179e-06
detailed case: kinetic energy = 1.0 MeV
total energy E = 1.510999 MeV
momentum times c = 1.421970 MeV
speed v/c = 0.941079
left probability = 0.029460
right probability = 0.970540
observer along p at w/c = 0.50:
  signed electron velocity v'/c = 0.833073
  mean helicity = 1.000000
  left probability = 0.083463
observer along p at w/c = 0.98:
  signed electron velocity v'/c = -0.500638
  mean helicity = -1.000000
  left probability = 0.750319
observer sideways at w/c = 0.98:
  electron speed v'/c = 0.997733
  mean helicity = 0.943218
  negative-helicity probability = 0.028391
  left probability = 0.029460
pure right-chiral spinor, same momentum, helicity +1:
  positive-energy weight = 0.970540
  negative-energy weight = 0.029460
  largest left probability = 0.114370
  oscillation period = 1.3685e-21 s
  helicity at half period = 1.000000
```
